# Permeation Time Lag with Concentration-Dependent Diffusivity, Derived Two Ways: verification in Python

```python
"""
Permeation time lag of a membrane with concentration-dependent diffusivity.
Result under test, for an initially empty membrane with faces at c0 and 0:
    lag = L^2 * integral_0^c0 c D(c) [P(c0) - P(c)] dc / P(c0)^3,
    P(c) = integral_0^c D(u) du;  constant D gives L^2 / (6 D).
L: thickness, c: concentration, D: diffusivity, Q: amount released downstream.
Scaled variables: u = c/c0, x/L, time * D0/L^2, D/D0, Q/(c0 L).
The lag is measured from a simulated Q(t) and compared with the integral.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp, quad, cumulative_trapezoid
from scipy.optimize import brentq

CELLS = 300
X = np.linspace(0.0, 1.0, CELLS + 1)


def integral(values):
    """Trapezoidal integral over the membrane."""
    return (values.sum() - 0.5 * (values[0] + values[-1])) / CELLS


def face_flux(law, u):
    return -law(0.5 * (u[1:] + u[:-1])) * np.diff(u) * CELLS


def transient(law, times):
    """Solve the diffusion equation; return released amount, flux, profiles."""
    def rate(t, y):
        u = np.concatenate(([1.0], y[:-1], [0.0]))
        flux = face_flux(law, u)
        return np.concatenate((CELLS * (flux[:-1] - flux[1:]), [flux[-1]]))
    sol = solve_ivp(rate, (0.0, times[-1]), np.zeros(CELLS), method="LSODA",
                    t_eval=times, rtol=1e-8, atol=1e-11, lband=1, uband=1)
    assert sol.success
    profiles = [np.concatenate(([1.0], y[:-1], [0.0])) for y in sol.y.T]
    flux_out = np.array([face_flux(law, u)[-1] for u in profiles])
    return sol.y[-1], flux_out, profiles


def potential(law, u):
    return quad(law, 0.0, u)[0]


def lag_integral(law, weight=lambda u: u):
    total = potential(law, 1.0)
    top = quad(lambda u: weight(u) * law(u) * (total - potential(law, u)),
               0.0, 1.0)[0]
    return top / total**3


def steady_profile(law):
    """Invert P(u) = P(1) (1 - x) on a fine concentration grid."""
    u = np.linspace(0.0, 1.0, 20001)
    p = cumulative_trapezoid(law(u), u, initial=0.0)
    return np.interp(p[-1] * (1.0 - X), p, u)


def deficit_norm(w):
    """Norm of G', where -G'' = w and G vanishes at both faces."""
    slope = cumulative_trapezoid(w, X, initial=0.0)
    slope = slope - integral(slope)
    return np.sqrt(integral(slope**2))


def late_line(law):
    """Lag and steady flux from two late points of the simulated release."""
    d_min = law(np.linspace(0.0, 1.0, 2001)).min()
    times = np.array([0.1, 0.3, 1.5, 3.0]) / d_min
    q, flux, profiles = transient(law, times)
    slope = (q[3] - q[2]) / (times[3] - times[2])
    return times[3] - q[3] / slope, slope, times, q, profiles, d_min


def theta_exp(s):
    """lag * steady flux / (L c0) for D = D0 exp(s u)."""
    e = np.exp(s)
    return (e*e*(2*s - 3) + 4*e - 1) / (4*s*(e - 1)**2)


# Example: hexane vapour in a polyethylene film, rough typical values
L = 50e-4             # cm
c0 = 0.04             # g/cm3
D0 = 1e-8             # cm2/s
gamma = 50.0          # cm3/g
T = 298.0             # K
s = gamma * c0

laws = {
    "constant": lambda u: 1.0 + 0.0 * u,
    "rising": lambda u: np.exp(s * u),
    "falling": lambda u: np.exp(-s * u),
    "non-monotone": lambda u: 0.4 + 3.0 * (u - 0.5)**2,
}

# Grid error is of order 1/CELLS^2 times a logarithm from the initial jump,
# amplified when the lag is a small part of the time span: 2e-3 covers it.
TOL = 2e-3
results = {}
for name, law in laws.items():
    lag, slope, times, q, profiles, d_min = late_line(law)
    formula = lag_integral(law)
    total = potential(law, 1.0)
    assert abs(lag / formula - 1) < TOL, name
    assert abs(slope / total - 1) < TOL, name
    steady = steady_profile(law)
    assert np.max(np.abs(profiles[-1] - steady)) < 1e-3, name
    start_norm = deficit_norm(steady)
    for k in (0, 1):
        balance = q[k] + integral(X * profiles[k])
        assert abs(balance / (total * times[k]) - 1) < TOL, name
        w = steady - profiles[k]
        norm = deficit_norm(w)
        assert norm <= start_norm * np.exp(-np.pi**2 * d_min * times[k]), name
        for strip in (0.05, 0.2, 0.5):
            assert abs(integral(X*w)) <= norm/np.sqrt(strip) + strip/2, name
    results[name] = (lag, formula, lag * slope, slope)

assert abs(results["constant"][0] * 6 - 1) < TOL
assert results["rising"][2] > 1/6 + 0.01
assert results["falling"][2] < 1/6 - 0.01
assert all(0 < r[2] < 0.5 for r in results.values())

# Closed form for the exponential law, its limits and its monotonic growth
for trial in (-3.0, 0.7, s, 4.0):
    trial_law = lambda u, a=trial: np.exp(a * u)
    direct = lag_integral(trial_law) * potential(trial_law, 1.0)
    assert abs(direct / theta_exp(trial) - 1) < 1e-7
assert abs(theta_exp(0.01) - 1/6 - 0.01/24) < 1e-5
assert 0.49 < theta_exp(100.0) < 0.5 and 0 < theta_exp(-100.0) < 0.003
assert np.all(np.diff(theta_exp(np.linspace(-20, 20, 200))) > 0)

# Inversion of the simulated lag and flux
rising = laws["rising"]
lag_sim, lag_scaled, theta_sim, flux_sim = results["rising"]
s_found = brentq(lambda a: theta_exp(a) - theta_sim, 0.01, 20.0)
D0_found = D0 * flux_sim * s_found / np.expm1(s_found)
s_high = brentq(lambda a: theta_exp(a) - 1.05 * theta_sim, 0.01, 20.0)
D0_high = D0 * flux_sim * s_high / np.expm1(s_high)
assert abs(s_found / s - 1) < 0.02 and abs(D0_found / D0 - 1) < 0.02

# Dimensional results
unit_time = L**2 / D0
lag = lag_scaled * unit_time
mean_ratio = potential(rising, 1.0)
D_mean = D0 * mean_ratio
J = D_mean * c0 / L
D_apparent = L**2 / (6 * lag)
stored = c0 * L * quad(lambda u: u * rising(u), 0, 1)[0] / mean_ratio
multiples = np.array([1.0, 2.0, 3.0, 4.0])
q_early, j_early, _ = transient(rising, multiples * lag_scaled)
intercepts = (multiples * lag_scaled - q_early / j_early) * unit_time

# Swelling in thickness: concentration per dry volume, dry-polymer coordinate
rho_liquid = 0.66     # g/cm3
a = c0 / rho_liquid   # penetrant volume fraction at the upstream face
swollen_weight = lambda u: u / (1 - a * u)
lag_swollen = lag_integral(rising, swollen_weight)


def dry_law(U):
    vC = a / (1 - a) * U
    return rising(vC / (1 + vC) / a) / (1 + vC)**2


lag_dry_sim = late_line(dry_law)[0]
assert abs(lag_dry_sim / lag_swollen - 1) < TOL
thicker = a * quad(lambda u: swollen_weight(u) * rising(u), 0, 1)[0] / mean_ratio

# Gas side, sweep, heat of sorption and temperature drift (rough inputs)
p_torr, molar_mass = 90.0, 86.0           # Torr, g/mol
D_gas, gas_layer, sweep = 0.08, 0.1, 1.0  # cm2/s, cm, cm3/s per cm2
heat, h_loss, E_act = 370.0, 1e-3, 50e3   # J/g, W/cm2/K, J/mol
c_gas = p_torr * const.torr / (const.R * T) * molar_mass * 1e-6
drop_up = J * gas_layer / D_gas / c_gas
rest_down = J * (gas_layer / D_gas + 1 / sweep) / c_gas
warming = heat * stored / (h_loss * lag)
per_kelvin = E_act / (const.R * T**2)

print("SCALED LAGS: lag*D0/L^2 simulated, from integral; theta simulated")
for name, r in results.items():
    print(f"  {name:13s} {r[0]:.5f}  {r[1]:.5f}  {r[2]:.5f}")
print(f"1/6 = {1/6:.5f}")
print("EXAMPLE INPUTS (rough typical values)")
print(f"thickness L = {L*1e4:.0f} um")
print(f"upstream concentration c0 = {c0:.2f} g/cm3")
print(f"D0 = {D0:.1e} cm2/s, gamma = {gamma:.0f} cm3/g, s = {s:.1f}")
print(f"temperature = {T:.0f} K")
print("EXAMPLE RESULTS")
print(f"D at upstream face = {D0*np.exp(s):.3e} cm2/s")
print(f"mean diffusivity = {D_mean:.3e} cm2/s")
print(f"L^2/D0 = {unit_time:.0f} s")
print(f"steady flux = {J*1e6:.4f} ug/cm2/s")
print(f"theta from closed form = {theta_exp(s):.5f}")
print(f"time lag = {lag:.1f} s = {lag/60:.2f} min")
print(f"time lag from simulation = {lag_sim*unit_time:.1f} s")
print(f"L^2/(6 D0) = {unit_time/6:.1f} s")
print(f"L^2/(6 mean D) = {L**2/(6*D_mean):.1f} s")
print(f"apparent D = L^2/(6 lag) = {D_apparent:.3e} cm2/s")
print(f"apparent D / mean D = {D_apparent/D_mean:.3f}")
print(f"steady c at mid-plane / c0 = {np.log((1+np.exp(s))/2)/s:.3f}")
print(f"steady stored amount = {stored*1e6:.1f} ug/cm2")
print("TANGENT DRAWN EARLY: time/lag, Q (ug/cm2), flux/steady, intercept (s)")
for m, qe, je, ti in zip(multiples, q_early, j_early, intercepts):
    print(f"  {m:.0f}  {qe*c0*L*1e6:.2f}  {je/mean_ratio:.4f}  {ti:.1f}")
print("INVERSION of simulated lag and flux")
print(f"s = {s_found:.3f}, D0 = {D0_found:.3e} cm2/s")
print(f"with lag 5% too long: s = {s_high:.3f}, D0 = {D0_high:.3e} cm2/s")
print("NEGLECTED EFFECTS (rough inputs)")
print(f"liquid density = {rho_liquid:.2f} g/cm3, volume fraction = {a:.4f}")
print(f"steady thickness increase = {100*thicker:.2f} %")
print(f"lag with swelling = {lag_swollen*unit_time:.1f} s")
print(f"lag change by swelling = {100*(lag_swollen/lag_scaled-1):.2f} %")
print(f"vapour: {p_torr:.0f} Torr, {molar_mass:.0f} g/mol, {c_gas:.2e} g/cm3")
print(f"gas layer = {gas_layer*10:.0f} mm, gas D = {D_gas:.2f} cm2/s")
print(f"sweep flow = {sweep:.0f} cm3/s per cm2")
print(f"steady upstream vapour drop = {100*drop_up:.3f} % of supply")
print(f"steady downstream vapour = {100*rest_down:.3f} % of supply")
print(f"sorption heat = {heat:.0f} J/g, heat loss = {h_loss:.0e} W/cm2/K")
print(f"mean warming over one lag, at most = {warming:.2f} K")
print(f"activation energy of D = {E_act/1e3:.0f} kJ/mol")
print(f"change of D per kelvin = {100*per_kelvin:.1f} %")
print(f"change of D by that warming = {100*per_kelvin*warming:.1f} %")
print("all good")
```

Output:

```
SCALED LAGS: lag*D0/L^2 simulated, from integral; theta simulated
  constant      0.16666  0.16667  0.16666
  rising        0.07971  0.07971  0.25464
  falling       0.22696  0.22695  0.09812
  non-monotone  0.23887  0.23885  0.15527
1/6 = 0.16667
EXAMPLE INPUTS (rough typical values)
thickness L = 50 um
upstream concentration c0 = 0.04 g/cm3
D0 = 1.0e-08 cm2/s, gamma = 50 cm3/g, s = 2.0
temperature = 298 K
EXAMPLE RESULTS
D at upstream face = 7.389e-08 cm2/s
mean diffusivity = 3.195e-08 cm2/s
L^2/D0 = 2500 s
steady flux = 0.2556 ug/cm2/s
theta from closed form = 0.25464
time lag = 199.3 s = 3.32 min
time lag from simulation = 199.3 s
L^2/(6 D0) = 416.7 s
L^2/(6 mean D) = 130.4 s
apparent D = L^2/(6 lag) = 2.091e-08 cm2/s
apparent D / mean D = 0.655
steady c at mid-plane / c0 = 0.717
steady stored amount = 131.3 ug/cm2
TANGENT DRAWN EARLY: time/lag, Q (ug/cm2), flux/steady, intercept (s)
  1  7.86  0.5862  146.8
  2  51.39  0.9738  192.1
  3  101.88  0.9986  198.6
  4  152.78  0.9999  199.2
INVERSION of simulated lag and flux
s = 2.000, D0 = 1.000e-08 cm2/s
with lag 5% too long: s = 2.301, D0 = 8.182e-09 cm2/s
NEGLECTED EFFECTS (rough inputs)
liquid density = 0.66 g/cm3, volume fraction = 0.0606
steady thickness increase = 4.17 %
lag with swelling = 207.3 s
lag change by swelling = 4.02 %
vapour: 90 Torr, 86 g/mol, 4.16e-04 g/cm3
gas layer = 1 mm, gas D = 0.08 cm2/s
sweep flow = 1 cm3/s per cm2
steady upstream vapour drop = 0.077 % of supply
steady downstream vapour = 0.138 % of supply
sorption heat = 370 J/g, heat loss = 1e-03 W/cm2/K
mean warming over one lag, at most = 0.24 K
activation energy of D = 50 kJ/mol
change of D per kelvin = 6.8 %
change of D by that warming = 1.7 %
all good
```
